Do Missing Intensity Fringes Prove That Two Beams Are Uncorrelated?

**Question**

I am planning a two-beam interference exposure with an ArF laser (193.4 nm) through water. One beam is split in two, and the halves meet symmetrically in a resist of index about 1.70. Both are p-polarized, with their electric fields in the plane of incidence. For a pitch near 80 nm my calculation gives a completely flat dose, as if the beams came from two separate lasers. If an exposure really showed no intensity fringes, would that prove that the beams are uncorrelated? If not, where has the correlation gone, and how could I test for it?

**Answer**

No. Missing fringes show that a product of factors is zero, and the correlation is one factor among several. Another is the overlap of the two polarizations, and in your geometry that is the one that vanishes.

**What the resist adds up**

Suppose that light is absorbed by electric dipoles pointing in random directions. A dipole along the unit vector d absorbs at a rate proportional to |d·E|². In the average over directions, the mean of d_i d_j vanishes for i ≠ j, because d_i and −d_i are equally likely. The three means of d_i² are equal and sum to 1, so each is 1/3. Hence

⟨|d·E|²⟩ over directions = |E|²/3.

The resist responds to the sum of all field components squared. By "dose" I mean the local fluence belonging to n|E|², inside the resist.

Let the plane of incidence be xz, with z along the normal, and let each beam make an angle θ with z inside the resist. Absorption and reflection from below are left out for now. Apart from a common factor in z and t, the field is

E = a1 e1 exp(iqx) + a2 e2 exp(−iqx), q = 2πn sinθ/λ.

Here e1 and e2 are fixed unit polarization vectors, and a1 and a2 are fluctuating complex amplitudes. Multiplying E* by E gives four terms:

|E|² = |a1|² + |a2|² + a1* a2 (e1*·e2) exp(−2iqx) + a1 a2* (e1·e2*) exp(2iqx).

The last two are complex conjugates, so their sum is twice the real part of either. Now average over an exposure much longer than the coherence time, and define

I1 = ⟨|a1|²⟩, I2 = ⟨|a2|²⟩, γ = ⟨a1* a2⟩/√(I1 I2).

With φ the phase of γ(e1*·e2), the result is

⟨|E|²⟩ = I1 + I2 + 2√(I1 I2) |γ| |e1*·e2| cos(2qx − φ).

The contrast (max − min)/(max + min) is the cosine's amplitude divided by the mean:

V = [2√(I1 I2)/(I1 + I2)] |γ| |e1*·e2|.

The pitch Λ follows from 2qΛ = 2π:

Λ = π/q = λ/(2n sinθ).

If both beams are present, V = 0 means that |γ| = 0 or e1*·e2 = 0, or both. You may conclude γ = 0 if you know that the overlap is not zero.

As a test of the formula, take I2/I1 = 0.4, γ = 0.6 and two elliptical polarizations with overlap 0.428. The intensity factor is 2√0.4/1.4 = 0.904, so V = 0.904 × 0.6 × 0.428 = 0.232. Averaging random complex fields directly also gives 0.232.

**Why p-polarized beams can be orthogonal**

Take s along y, and define p = y × k̂, where k̂ is the propagation direction. From k̂1 = (sinθ, 0, cosθ) and k̂2 = (−sinθ, 0, cosθ),

p1 = (cosθ, 0, −sinθ), p2 = (cosθ, 0, sinθ).

Therefore s·s = 1 and s·p = 0, while

p1·p2 = cos²θ − sin²θ = cos2θ = 1 − 2 sin²θ.

With NA = n sinθ, this is

p1·p2 = 1 − 2(NA/n)².

The overlap vanishes at θ = 45°. For n = 1.70 this means NA = 1.70/√2 = 1.202 and Λ = 193.4/(2 × 1.202) = 80.4 nm, which is your pitch.

On either side of this angle the fringes exist. For equal, fully correlated beams in the same resist, the signed contrast is 0.751 at NA 0.600, 0.439 at NA 0.900 and −0.261 at NA 1.350. The minus sign means that bright and dark lines have changed places relative to s fringes made with the same a1 and a2.

The medium matters too. A flat interface conserves NA, so your beams travel at 56.6° in the water, where the signed p contrast is −0.394. The same two beams have reversed fringes in the water and none in the resist.

Let each beam alone deliver 10 mJ/cm² inside the resist, held fixed in the comparison:

- Correlated s beams: 10 + 10 + 20 cos(2qx), running from 0 to 40 mJ/cm².
- Correlated p beams at 45°: 20 mJ/cm² everywhere.
- Uncorrelated beams, s or p: 20 mJ/cm² everywhere.

The last two cases give the same mean dose, so no measurement of this mean can separate them.

**Where the correlation has gone**

It is in the polarization of the total field. For a1 = a2 = a and θ = 45°, add the components of the two p waves:

Ex = a cosθ [exp(iqx) + exp(−iqx)] = √2 a cos(qx),

Ez = a sinθ [−exp(iqx) + exp(−iqx)] = −i√2 a sin(qx).

Each component has full fringes, but in antiphase:

|Ex|² + |Ez|² = 2|a|² [cos²(qx) + sin²(qx)] = 2|a|².

At x = 0 the x component supplies all 20 mJ/cm² and the z component none. Half a pitch away, at 40.2 nm, the roles are exchanged. Midway between these points the components are equal in size and a quarter cycle apart, so the field is circular in the xz plane. The polarization changes periodically across a flat dose.

For partial correlation and equal intensities I, with φ now the phase of γ alone, the same calculation gives

⟨|Ex|²⟩ = I[1 + |γ| cos(2qx − φ)],

⟨|Ez|²⟩ = I[1 − |γ| cos(2qx − φ)].

Absorbers aligned along x, instead of at random, would therefore record fringes of contrast |γ|.

The local degree of polarization carries the same information. At 45°, p1 and p2 are perpendicular and can serve as axes. The field components along them are A1 = a1 exp(iqx) and A2 = a2 exp(−iqx). Their correlation matrix ⟨A_j A_k*⟩ has both diagonal elements equal to I and off-diagonal elements of magnitude I|γ|. Its eigenvalues μ obey

(I − μ)² = I²|γ|², so μ = I(1 ± |γ|).

The degree of polarization, the difference of the eigenvalues over their sum, is then

P = 2I|γ|/(2I) = |γ|

at every x. Random fields with γ = 1, 0.6 and 0 gave P = 1.000, 0.600 and 0.001 in a test. The dose was flat in all three cases, but within the xz plane the light ranged from fully polarized to unpolarized.

Crossed s and p beams are a second case. Since s·p = 0, they have no intensity fringes at any θ. Near normal incidence, p lies almost along x, and an analyser at 45° between x and y passes half of each beam with equal projections. The transmitted waves share one polarization, and for equal beams their contrast is |γ|. The analyser reveals correlation that was already there.

**A test that can decide**

Turn both polarizations to s before the beams enter the resist, keep the optical paths matched, and measure each beam's intensity separately. The overlap is now 1, so

V = 2√(I1 I2) |γ|/(I1 + I2),

which equals |γ| for equal beams. In the same three random-field cases this contrast was 1.000, 0.600 and 0.001.

Turning one beam is not enough at 45°. There p1 = (1, 0, −1)/√2 = −k̂2, so the field of beam 1 points along the line of travel of beam 2. Beam 2 is transverse and has no field in that direction, whatever its polarization. The overlap stays zero until beam 1 is turned as well.

A null result for s beams still refers to one time delay and to one way of overlaying the beams. If beam 2 is a copy of beam 1 delayed by much more than the coherence time, then γ at equal times is close to zero. Matching the paths brings the fringes back. Likewise, if one beam is mirrored or shifted sideways relative to the other, light from different points of the original beam meets in the resist. With limited spatial coherence, γ can then be small even at matched paths.

**If the beams are not fully polarized**

A single γ is then insufficient. Let a and b each stand for s or p, and define

G_ab = ⟨E1a* E2b⟩.

The cross term in the dose contains each G_ab multiplied by the overlap of the corresponding directions. Since s·p = 0, two elements drop out:

fringe amplitude = 2|G_ss + cos2θ G_pp|.

Consider an unpolarized beam whose s and p amplitudes u and v are independent, each with mean intensity I/2. Two identical copies have G_ss = G_pp = I/2 and a mean total of 2I, so

V = 2(I/2)(1 + cos2θ)/(2I) = (1 + cos2θ)/2.

At 45° this is 0.5: the s parts make fringes and the p parts add a flat background. If the optics reverse the sign of p relative to s in one of the beams, G_pp changes sign and the contrast becomes (1 − cos2θ)/2.

Now exchange s and p in the second copy. Then G_ss = ⟨u*v⟩ = 0 and G_pp = ⟨v*u⟩ = 0, so the fringes vanish at every angle, although each amplitude in one beam has an identical partner in the other. Selecting the s part of both beams also gives no fringes, because it compares u with v. Selecting s from beam 1 and p from beam 2, and turning the latter to s, compares u with u. The contrast found from random fields is then 1.000.

To establish G = 0 you must therefore check all four combinations, turning both selected parts to s each time. If a selected part carries no intensity, its elements of G are zero without a test.

Even G = 0 does not mean statistical independence. Let a2 = |a1| exp(iχ), with χ random, uniform and independent of a1. Then ⟨a1* a2⟩ = 0, because ⟨exp(iχ)⟩ = 0, yet the two intensities are equal at every instant. For complex Gaussian a1, intensity follows an exponential distribution, for which ⟨I²⟩ = 2⟨I⟩². Thus ⟨I1 I2⟩/(⟨I1⟩⟨I2⟩) = 2, where independent beams would give 1. Sampling gave 2.00 for this ratio and 0.004 for the s contrast. With N = 200000 samples, the noise expected in that contrast is √(⟨I1 I2⟩/N)/⟨I⟩ = √(2/N), or about 0.003. "Uncorrelated" here refers to the fields, not to every property of the light.

**How flat would a real exposure be?**

The indices 1.70 for resist and 1.44 for water are rough values for ArF immersion. The model has two plane waves, whereas a projection scanner generally combines more diffraction orders and source directions, so these numbers belong to two-beam interference.

Reflection from the bottom of the resist can spoil the p null more than any other disturbance estimated here, and its size depends strongly on what lies under the resist. Assume 1% reflected intensity, or an amplitude r = 0.1, taken as real at z = 0. This value presumes a good antireflection layer. On bare silicon (index roughly 0.88 + 2.78i) the p reflectivity at this angle is near 50% and the local contrast reaches about 0.9, while on fused silica it stays near 0.02. The reflected beam 2 travels exactly opposite to beam 1, so their p directions are parallel apart from sign, and they interfere. Reflected beam 1 does the same with beam 2. For equal beams with γ = 1, and k_z = 2πn cosθ/λ, the two cross terms are

−2rI cos(2qx + 2k_z z) − 2rI cos(2qx − 2k_z z) = −4rI cos(2qx) cos(2k_z z).

All other pairs are orthogonal at 45°. The mean is 2I(1 + r²), so

V = 2r |cos(2k_z z)|/(1 + r²).

At the worst depth this is 0.2/1.01 = 0.198. The sign alternates with depth, and the dose averaged over a 100 nm film has contrast 0.025 for this reflection phase. Other phases give values from 0 to 0.035 in a film without absorption. With the absorption used below and |r| = 0.1 at the bottom, the upper value is about 0.032. Both cross terms pair beam 1 with beam 2, so they vanish for γ = 0. The unwanted fringes are themselves evidence of correlation.

Smaller errors also spoil the null. At fixed NA, an index of 1.72 instead of 1.70 gives a p contrast of 0.023. One percent of the intensity leaking into s, in phase in both beams, gives 0.010. An imaginary index of 0.02, a rough value, gives 0.0004. The same absorption leaves 83% of the dose at the bottom of the film, a change with depth and not a lateral fringe.

The s test has its own corrections. For a Gaussian laser line 0.5 pm wide at half maximum and fixed beam angles, the contrast 0.5 mm from the equal-path line is still 0.9991. That width belongs to a line-narrowed laser. At 50 pm the contrast there is 0.0001, and at 450 pm, a rough width for an ArF laser without narrowing, it is below 0.001 already 0.05 mm from that line. Acid diffusion matters more if you read the pattern after baking. A Gaussian blur of standard deviation σ multiplies the contrast by exp(−2π²σ²/Λ²), which is 0.737 for σ = 10 nm. If the acid is proportional to the dose, fully correlated beams would then appear to have |γ| of about 0.74 unless you correct for the blur. Saturation of acid generation lowers this further: for an acid yield 1 − exp(−C × dose) with C = 0.02 cm²/mJ and the doses above, the contrast is about 0.69.

Finally, a flat mean dose is not a smooth one. At 20 mJ/cm² and the absorption above, a cube of 10 nm edge absorbs roughly 250 photons on average, with a relative shot noise of 1/√250, or about 6%. Faint fringes can be hidden in a small sampled area, so "none seen" should be reported as an upper limit on V. Dividing that limit by the intensity factor, the known polarization overlap and any blur factor gives a limit on |γ|. At an overlap of zero, the two-wave formula gives no limit at all.

The numerical output below lists the main values used here.

Values computed for the example and the checks

```
Vacuum wavelength: 193.4 nm
Resist index: 1.70
Water index: 1.44
Dose of each beam alone in resist: 10.0 mJ/cm2
General test, correlation gamma: 0.6
General test, intensity ratio I2/I1: 0.4
General test, polarization overlap: 0.428
General test, contrast from random fields: 0.232
General test, contrast from formula: 0.232
Angle in resist where p fringes vanish: 45.00 deg
NA at that angle: 1.202
Fringe pitch at that angle: 80.4 nm
Angle of the same beams in water: 56.6 deg
Signed p contrast in resist at NA 0.600: 0.751
Signed p contrast in resist at NA 0.900: 0.439
Signed p contrast in resist at NA 1.202: 0.000
Signed p contrast in resist at NA 1.350: -0.261
Signed p contrast in water at NA 1.202: -0.394
Correlated s beams, highest dose: 40.00 mJ/cm2
Correlated s beams, lowest dose: 0.00 mJ/cm2
Correlated p beams, highest dose: 20.00 mJ/cm2
Correlated p beams, lowest dose: 20.00 mJ/cm2
Sampling noise of a contrast, about: 0.0022
Uncorrelated s beams, sampled contrast: 0.0011
Uncorrelated p beams, sampled contrast: 0.0000
Correlated p, x-field part of dose at x = 0: 20.00 mJ/cm2
Correlated p, z-field part of dose at x = 0: 0.00 mJ/cm2
Correlated p, x-field part at half pitch: 0.00 mJ/cm2
Correlated p, z-field part at half pitch: 20.00 mJ/cm2
gamma 1.0: local degree of polarization, p beams: 1.000
gamma 1.0: contrast after turning both to s: 1.000
gamma 0.6: local degree of polarization, p beams: 0.600
gamma 0.6: contrast after turning both to s: 0.600
gamma 0.0: local degree of polarization, p beams: 0.001
gamma 0.0: contrast after turning both to s: 0.001
Unpolarized correlated copies, contrast: 0.500
Same with s and p exchanged in one beam: 0.001
Exchanged: s of beam 1 with s of beam 2: 0.001
Exchanged: s of beam 1 with p of beam 2 turned to s: 1.000
Shared amplitude, random phase: s contrast: 0.004
Same beams: <I1 I2>/(<I1><I2>): 2.00
Bottom reflectivity assumed: 1.0 %
Resist thickness: 100 nm
False p contrast by reflection, worst depth: 0.198
False p contrast by reflection, depth mean: 0.025
p contrast if resist index is 1.72: 0.023
p contrast with 1% s leakage in each beam: 0.010
p contrast from imaginary index 0.02: 0.0004
Dose left at resist bottom: 83 %
s contrast, 0.5 pm bandwidth, 0.5 mm off centre: 0.9991
s contrast after 10 nm acid diffusion blur: 0.737
Photons absorbed in a 10 nm cube at flat dose: 253
Relative shot noise in that cube: 6.3 %
```
